Hall and longitudinal resistance of a six-terminal bar with chiral edge channels

**The problem**

A flat rectangular conductor lies in a strong magnetic field that points towards the viewer. Six contacts sit on its boundary, numbered clockwise. Contact 1 is the left end and contact 4 the right end. Contacts 2 and 3 are on the top edge, 2 to the left of 3. Contacts 5 and 6 are on the bottom edge, 5 on the right and 6 on the left.

The Fermi energy lies between two Landau levels, so the interior has no extended states at the Fermi energy through which an electron could pass from one contact to another. What remains at the Fermi energy are N channels along the boundary, with each spin counted separately. They are chiral: electrons in them move clockwise, 1→2→3→4→5→6→1. The direction follows from the magnetic force −e v×B on an electron of charge −e, with e > 0. An electron moving right is pushed upwards. Near the top edge it therefore returns to the wall after each bounce and travels on to the right. Near the bottom edge the same argument gives motion to the left.

A current I enters the bar at contact 1 and leaves at contact 4. The other four contacts are joined to ideal voltmeters and carry no net current. Find

R_H = (V_2 − V_6)/I and R_L = (V_2 − V_3)/I,

the Hall resistance and the longitudinal resistance.

Three assumptions apply. Each contact absorbs every electron that reaches it, and fills all N departing channels according to its own potential. No electron crosses from one edge to the other. The number N is the same at all energies where the occupations of the contacts differ.

**A tempting solution**

A ballistic conductor with N open channels between two contacts has the conductance

G = N e²/h.

Each stretch of edge between neighbouring contacts has N open channels. It seems to follow that the current from contact i to contact i+1 is G(V_i − V_(i+1)). The bar then becomes a ring of six equal resistors 1/G.

Choose V_4 = 0. No net current at contacts 2 and 3 means

G(V_2 − V_1) + G(V_2 − V_3) = 0, so V_2 = (V_1 + V_3)/2,
G(V_3 − V_2) + G(V_3 − V_4) = 0, so V_3 = V_2/2.

Putting the second into the first gives V_2 = V_1/2 + V_2/4, hence V_2 = 2V_1/3 and V_3 = V_1/3. The lower half of the ring is the mirror image of the upper half, so V_6 = 2V_1/3 and V_5 = V_1/3. The source current divides between two branches:

I = G(V_1 − V_2) + G(V_1 − V_6) = 2G V_1/3, so V_1 = 3I/(2G).

The resistances would be

R_H = (V_2 − V_6)/I = 0,
R_L = (V_2 − V_3)/I = V_1/(3I) = 1/(2G) = h/(2N e²).

The algebra is sound, and the current is conserved at every contact. Yet the answer says that a bar in a strong magnetic field has no Hall voltage.

**Where the fault lies**

Collect the terms of the ring for any one contact. The net current from contact i into the bar is

I_i = G(V_i − V_(i−1)) + G(V_i − V_(i+1)) = G(2V_i − V_(i−1) − V_(i+1)).

The factor 2 in front of V_i says that 2N channels leave the contact, N in each direction. The term with V_(i+1) says that electrons arrive from the clockwise neighbour. In the bar N channels leave each contact, all clockwise, and nothing arrives from contact i+1.

The formula G(V_i − V_(i+1)) belongs to a conductor in which electrons travel both ways between its two contacts. One term comes from electrons sent out by the first contact, the other from electrons sent out by the second. A single chiral edge has one of these two streams. The returning stream is on the other side of the bar, and it was sent out by a different contact.

The ring would be the right model for an edge with N channels in each direction and no scattering between them. With the same N in both directions on every stretch, its top and bottom edges are mirror images of each other, so its Hall voltage vanishes.

**The current at one contact**

The correct equation follows from counting electrons. Consider one channel filled by contact i with the Fermi function f_i(E). Per unit length there are dk/(2π) states in the interval dk, and each moves with the velocity v = (1/ħ) dE/dk. The number of electrons passing a point per unit time is

∫ v f_i dk/(2π) = ∫ (1/ħ)(dE/dk) f_i dk/(2π) = (1/h) ∫ f_i dE,

because 2πħ = h. The velocity has cancelled against the density of states, so the shape of the edge does not matter.

From contact i, N such channels depart with occupation f_i. Another N arrive, and they were filled by contact i−1. For i = 1 the preceding contact is 6. Let I_i be the conventional current from contact i into the bar. Each departing electron contributes the charge −e, so

I_i = −(eN/h) ∫ (f_i − f_(i−1)) dE.

At energies where both functions are 1, or both are 0, the integrand vanishes. This is why N has to be constant only in the window where the occupations differ. At finite temperature that window has no sharp ends. It covers the range between the two chemical potentials and a few k_B T beyond it, outside which the difference falls off exponentially.

All contacts have the same temperature, so f_i(E) = F(E − μ_i) with one common function F. The difference can be written as an integral over the chemical potential:

F(E − μ_i) − F(E − μ_(i−1)) = ∫ from μ_(i−1) to μ_i of [−F′(E − μ)] dμ.

Integrate over E first. For each μ, the integral of −F′ over all energies is F(−∞) − F(+∞) = 1 − 0 = 1. What remains is

∫ (f_i − f_(i−1)) dE = μ_i − μ_(i−1).

The temperature has dropped out, as long as the whole window lies inside the gap between the levels. This requires k_B T and the differences of the μ_i to be small compared with that gap, which is the cyclotron gap for even N and the usually much smaller spin gap for odd N in a material such as GaAs. At higher temperature or current, states of the neighbouring Landau levels take part and the assumptions of the problem fail. A voltage V_i shifts the chemical potential of electrons by −eV_i, so with a common zero μ_i = −eV_i. Therefore

I_i = −(eN/h)(−eV_i + eV_(i−1)) = (N e²/h)(V_i − V_(i−1)).

The sign can be checked in words. Raising V_i lowers μ_i, so fewer electrons leave contact i than arrive there. A net inflow of negative charge into the contact is a positive conventional current from the contact into the bar.

This is a special case of the Büttiker equations. Let T_ij be the transmission probability from contact j to contact i, summed over channels and taken as constant in the energy window. Electrons leave i for the other contacts with total weight Σ_j T_ji, and arrive with the weights T_ij. In equilibrium, with all occupations equal, no net current flows at any contact. Hence Σ_j T_ji = Σ_j T_ij, both sums running over j ≠ i. With this equality the same energy integral gives

I_i = (e²/h) Σ_j T_ij (V_i − V_j).

In the chiral bar T_(i+1, i) = N, and all other transmissions between different contacts vanish. The tempting solution had also set T_(i, i+1) = N.

Disorder along an edge does not change this. It can mix the N channels, but an electron that can neither turn round nor cross the bar must arrive at the next contact. The summed transmission stays N.

**Solving the six equations**

Written out with G = N e²/h, the equations are

I_1 = G(V_1 − V_6) = I,
I_2 = G(V_2 − V_1) = 0,
I_3 = G(V_3 − V_2) = 0,
I_4 = G(V_4 − V_3) = −I,
I_5 = G(V_5 − V_4) = 0,
I_6 = G(V_6 − V_5) = 0.

On adding the six middle expressions, every voltage appears once with a plus sign and once with a minus sign, so the sum is zero. The prescribed currents also add to I − I = 0. The equations are thus consistent, but one of them follows from the other five. Correspondingly, a common shift of all voltages changes no current, and one voltage may be chosen freely. Take V_4 = 0.

The second and third equations give

V_3 = V_2 = V_1.

The fifth and sixth give

V_6 = V_5 = V_4 = 0.

Each voltmeter contact takes the potential of the contact upstream of it. It absorbs N channels filled to that potential, and it must send out an equal current, so it adopts the same potential. The whole top edge is at the source potential and the whole bottom edge at the drain potential.

The first equation now fixes the remaining voltage:

I = G(V_1 − 0), so V_1 = I/G = hI/(N e²).

The fourth, which was not used, reads G(0 − V_1) = −I and agrees. The resistances are

R_H = (V_2 − V_6)/I = V_1/I = h/(N e²),
R_L = (V_2 − V_3)/I = 0.

The other pairs give the same values: (V_3 − V_5)/I = h/(N e²) and (V_6 − V_5)/I = 0.

If the magnetic field is reversed, the channels run anticlockwise and I_i = G(V_i − V_(i+1)). The conditions I_2 = I_3 = 0 then give V_2 = V_3 = V_4 = 0, while I_5 = I_6 = 0 gives V_5 = V_6 = V_1. The source equation is I = G(V_1 − V_2) = G V_1. Hence R_H = (0 − V_1)/I = −h/(N e²), and R_L is still zero. The Hall resistance changes sign with the field, which the ring of resistors could not reproduce.

**Numbers for two channels**

Take N = 2 and I = 100 nA, with the drain at 0 V. With h/e² = 25812.807 Ω,

R_H = 25812.807 Ω / 2 = 12906.404 Ω,
V_1 = V_2 = V_3 = 12906.404 Ω × 100 nA = 1.2906 mV,
V_4 = V_5 = V_6 = 0.

The tempting solution would have given R_H = 0 and R_L = 12906.404 Ω / 2 ≈ 6453 Ω.

For N = 1, 3 and 4 the Hall resistance is 25812.807 Ω, 8604.269 Ω and 6453.202 Ω. More channels carry a given current with a smaller voltage between the edges.

**Zero longitudinal resistance and the supplied power**

The resistance between source and drain is not zero:

(V_1 − V_4)/I = h/(N e²),

the same value as R_H. The external circuit supplies the power

P = Σ_i I_i V_i = I V_1 − I V_4 = I² h/(N e²).

In the example this is (100 nA)² × 12906.404 Ω ≈ 129.06 pW. In this model electrons keep their energy while they travel along an edge, so the heat must appear in contacts.

At zero temperature its distribution can be computed. Let Δ = μ_4 − μ_1 = eV_1. Electrons reach contact 1 along the bottom edge, filled up to μ_6 = μ_4, and relax there to μ_1. They release

(N/h) ∫ from μ_1 to μ_4 of (E − μ_1) dE = NΔ²/(2h).

At contact 4 the departing channels are filled up to μ_4, the arriving ones up to μ_3 = μ_1. The missing electrons are replaced from the reservoir at μ_4, and each releases μ_4 − E on filling an empty state. The integral is again NΔ²/(2h). The total is

NΔ²/h = N e² V_1²/h = I V_1,

equal to the supplied power. Half is released at the source and half at the drain. The contacts 2 and 3 exchange electrons with channels at their own potential and release nothing, and the same holds for 5 and 6. A vanishing R_L thus means that no voltage drops along an edge between the probes. It does not mean that the current flows without dissipation.

**When electrons can cross the bar**

The zero depends on the absence of crossing between the edges in the stretch of the bar between the two probe pairs, since only then does contact 3 receive all its channels from contact 2. To see how it is lost, place a barrier across the middle of the bar, between the left pair of probes (2, 6) and the right pair (3, 5). Let it turn back M of the N channels, with M < N.

A channel that leaves contact 2 and is turned back follows the left side of the barrier down to the bottom edge, then runs left to contact 6. A channel that leaves contact 5 and is turned back follows the right side up to the top edge, then runs right to contact 3. Thus

T_32 = T_65 = N − M, T_62 = T_35 = M,

and the other four links keep the transmission N. Two of the six equations change:

I_3 = (e²/h)[N V_3 − (N − M)V_2 − M V_5] = 0,
I_6 = (e²/h)[N V_6 − (N − M)V_5 − M V_2] = 0.

Contacts 2 and 5 still receive all their channels from one contact each, so V_2 = V_1 and V_5 = V_4 = 0. Then

V_3 = (N − M)V_2/N,
V_6 = M V_2/N.

The source equation becomes

I = (N e²/h)(V_1 − V_6) = (N e²/h)(V_2 − M V_2/N) = (e²/h)(N − M)V_2,

so V_2 = hI/[e²(N − M)]. The longitudinal resistance is

R_L = (V_2 − V_3)/I = (M/N) V_2/I = (h/e²) M/[N(N − M)],

and the Hall resistance is

R_H = (V_2 − V_6)/I = [(N − M)/N] V_2/I = h/(N e²).

The bottom pair gives (V_6 − V_5)/I = (M/N)V_2/I, the same R_L. The right pair gives (V_3 − V_5)/I = [(N − M)/N]V_2/I, the same R_H.

For M = 0 the earlier result returns. The same equations hold when channels are only partly reflected, with M the summed reflection probability, so M need not be a whole number. For whole M the largest value of R_L is (h/e²)(N − 1)/N. As a fractional M approaches N, R_L grows without limit, because the barrier then cuts the bar in two. The Hall resistance is unchanged because each Hall pair lies on one side of the barrier, where all N channels are present. The current through a cross-section there is N e²/h times the difference between the channel-averaged potentials of its two edges. Between the barrier and contact 6 the channels are filled unequally, N − M of them to V_5 and M to V_2, and an ideal probe reads their average. Probes that couple unequally to the channels read something else: for N = 2, M = 1 and probes coupled only to the transmitted channel, R_H = h/e² and R_L = 0.

With N = 2, M = 1 and the same 100 nA, V_1 = V_2 = 25812.807 Ω × 100 nA = 2.5813 mV. Half of this, 1.2906 mV, appears at contacts 3 and 6. Both R_H and R_L are now 12906.404 Ω.

**How good the contacts must be**

The assumption about the contacts can be relaxed for the voltmeters. Suppose that there is no crossing and that contacts 1 and 4 are ideal, but that a top probe absorbs only part of what arrives. All channels on the top edge are filled to V_1, so whichever part the probe absorbs, it carries no net current when its own potential is V_1. What it sends out has the same filling as what it lets pass. The same reasoning applies to the bottom edge with V_4, and both resistances keep their values.

A poor source is more serious. Let N = 2, and let the source couple to one channel while the other passes it by, still filled to V_4. On the top edge one channel is then at V_1 and the other at V_4 = 0. The current is I = (e²/h)V_1. If the channels do not mix, and the top probes couple only to the first one, they read V_1. The bottom probes read 0, so R_H = V_1/I = h/e² instead of h/(2e²).

If contact 2 is ideal instead, zero net current requires 2V_2 = V_1 + 0. Then R_H = V_2/I = h/(2e²) again, because this probe averages over both channels and sends them out equally filled.

**A check that does not assume chirality**

The numerical check calculates the transmissions of a disordered square lattice in a magnetic field, with six absorbing regions as contacts. The clockwise pattern of T_ij is not put in. Energies are measured in the hopping energy t.

With the Fermi energy in the gap above the first Landau level, the largest deviation of any T_ij from the chiral pattern is 2.8 × 10⁻⁵. In the gap above the second level it is 2.1 × 10⁻³. The Hall resistances are 1.00000 and 0.49992 in units of h/e², and the magnitudes of R_L are 1.2 × 10⁻⁶ and 1.0 × 10⁻⁴ in the same unit. Reversing the field in the first gap gives R_H = −1.00000 h/e².

A barrier of height 0.973 t, with the Fermi energy in the second gap, turns back M = 0.9998 channels. The lattice then gives R_L = 0.5003 h/e², while the formula with this M gives 0.4998 h/e², a difference of about 0.1 % of R_L. The formula would hold without error if the transmissions had precisely the assumed pattern, so the difference comes from the small departures of the lattice transmissions from it. The Hall resistance is 0.4997 h/e², close to the value 1/2 expected for N = 2.

Values computed for the example and the checks

```
h/e^2 = 25812.807 ohm
lattice: 70 x 24 sites, flux per cell 1/10 flux quantum
lattice disorder: +-0.10 t
lattice gap 1: from -3.420 t to -2.354 t
  Fermi energy = -2.887 t
  T from contact 1 to 2 = 0.99999
  largest deviation of T from chiral form = 2.8e-05
  R_H = 1.00000 h/e^2
  |R_L| = 1.2e-06 h/e^2
lattice gap 2: from -2.351 t to -1.478 t
  Fermi energy = -1.914 t
  T from contact 1 to 2 = 1.99919
  largest deviation of T from chiral form = 2.1e-03
  R_H = 0.49992 h/e^2
  |R_L| = 1.0e-04 h/e^2
lattice, gap 1, field reversed: R_H = -1.00000 h/e^2
lattice, gap 2, barrier height = 0.973 t
  channels turned back M = 0.9998
  R_L from lattice = 0.5003 h/e^2
  R_L from formula with this M = 0.4998 h/e^2
  R_H from lattice = 0.4997 h/e^2
N = 1: R_H = 25812.807 ohm
N = 2: R_H = 12906.404 ohm
N = 3: R_H = 8604.269 ohm
N = 4: R_H = 6453.202 ohm
example: N = 2, I = 100 nA, V4 = 0
  V1..V6 = 1.2906, 1.2906, 1.2906, 0.0000, 0.0000, 0.0000 mV
  R_H = 12906.404 ohm
  R_L = 0.000 ohm
  two-terminal resistance = 12906.404 ohm
  supplied power = 129.0640 pW
  source current from energy integral at 1 K = 100.0000 nA
example with M = 1 channel turned back:
  V1..V6 = 2.5813, 2.5813, 1.2906, 0.0000, 0.0000, 1.2906 mV
  R_H = 12906.404 ohm
  R_L = 12906.404 ohm
```
